# How a defective graphene coating can increase the corrosion of copper

## Definitions and conventions

A flat metal surface lies under a continuous film of water containing dissolved oxygen. A fraction $\theta$ of the surface is exposed through defects in a graphene coating. The graphene touches the metal elsewhere and lets no oxygen or water through its intact parts. The metal is copper, which dissolves at anodic sites, while oxygen is reduced at cathodic sites:

$$\mathrm{Cu\to Cu^+ + e^-},\qquad \mathrm{O_2+2H_2O+4e^-\to 4OH^-}.$$

Both current densities are counted as positive. The electrode potential $E$ is measured from the corrosion potential of clean bare metal, where both current densities equal $i_b$. Far from equilibrium each reaction follows a Tafel law:

$$i_a=i_b\,e^{E/\beta_a},\qquad i_c=i_b\,e^{-E/\beta_c},\qquad \beta_{a,c}=\frac{b_{a,c}}{\ln 10},$$

where $b_a$ and $b_c$ are the slopes in volts per decade. The combination needed below is

$$s=\frac{\beta_c}{\beta_a+\beta_c}=\frac{b_c}{b_a+b_c},\qquad 0<s<1.$$

Corrosion leaves a film on the metal. After a local metal loss $x$, measured as a depth of metal removed, a fraction

$$f(x)=\frac{1}{1+x/x_0}$$

of the local surface is assumed to remain active, for both reactions alike. The outer face of the graphene receives no such film. Its cathodic current per area is $g\,i_b e^{-E/\beta_c}$, with $0<g\le1$.

The loss of bare metal is $h(t)$. The depth in a defect of the coated metal is $p(t)$, so the coated metal's loss averaged over the whole surface is $\theta p$. With molar mass $M$ and density $\rho$, Faraday's law gives the initial speed of recession of bare metal, and with it a dimensionless time:

$$v_0=\frac{i_bM}{\rho F},\qquad \tau=\frac{v_0t}{x_0}.$$

The claim to be examined is that an impermeable coating with a few defects must reduce the metal loss at all times, because corrosive species reach a small part of the metal.

## The counter-example

**Bare metal.** Film coverage multiplies both currents by $f(h)$. The charge balance $f e^{E/\beta_a}=f e^{-E/\beta_c}$ therefore keeps $E=0$, and

$$\frac{dh}{dt}=\frac{v_0}{1+h/x_0}.$$

Separating the variables and integrating from $h=0$ gives

$$\frac{h}{x_0}+\frac{h^2}{2x_0^2}=\tau,\qquad h=x_0\left(\sqrt{1+2\tau}-1\right).\tag{1}$$

The positive root is taken because $h\ge0$. The metal slows its own corrosion, and at late times $h\propto\sqrt t$.

**Coated metal.** For a total area $A$, the anodic current is $\theta A\,i_b f(p)e^{E/\beta_a}$. The cathodic current has two parts, from the defects and from the graphene:

$$A\,i_b\left[\theta f(p)+g(1-\theta)\right]e^{-E/\beta_c}.$$

No net current leaves the metal, so the two totals are equal. Division by $\theta A i_b$ gives

$$f e^{E/\beta_a}=(f+G)e^{-E/\beta_c},\qquad G=\frac{g(1-\theta)}{\theta}.\tag{2}$$

Collecting the exponentials and taking the logarithm,

$$E=\frac{\beta_a\beta_c}{\beta_a+\beta_c}\ln\left(1+\frac Gf\right).$$

The local dissolution rate, relative to $v_0$, is the left side of (2). Since $E/\beta_a=s\ln(1+G/f)$,

$$\frac1{v_0}\frac{dp}{dt}=f\left(1+\frac Gf\right)^s=f^{1-s}(f+G)^s.\tag{3}$$

The added cathode raises $E$ and drives dissolution in the defect. Oxygen need not be reduced inside the defect for this to happen: water there completes the ionic circuit, while electrons leave through the metal and the graphene to oxygen on the outer face.

**Parameters.** The following are round model values for damp, slightly salty copper at 298.15 K: $i_b=1.00$ µA/cm², $x_0=1.00$ nm, $b_a=60$ and $b_c=120$ mV per decade, $\theta=0.03$ and $g=0.30$. Then

$$s=\frac{120}{60+120}=\frac23,\qquad G=\frac{0.30\times0.97}{0.03}=9.70.$$

With $M=63.55$ g/mol and $\rho=8.96$ g/cm³,

$$v_0=\frac{10^{-6}\times63.55}{8.96\times96485}\ \mathrm{cm/s}=63.5\ \mathrm{nm/day}.$$

**Start.** At $p=0$, $f=1$, and the local rate in a defect is $(1+9.70)^{2/3}=4.86$ times that of bare metal. The mean rate is $0.03\times4.86=0.146$ times the bare rate. The coating reduces the total loss at first, although each defect corrodes faster.

**Crossover.** Put $z=1+p/x_0$, so that $f=1/z$. The right side of (3) becomes $z^{-1}(1+Gz)^s$, and therefore

$$\tau=\int_1^{1+p/x_0}\frac{z\,dz}{(1+Gz)^s}.$$

With $w=1+Gz$, we have $z=(w-1)/G$ and $dz=dw/G$. The integral is then elementary:

$$\tau=\frac1{G^2}\left[\frac{w^{2-s}}{2-s}-\frac{w^{1-s}}{1-s}\right]_{1+G}^{1+G(1+p/x_0)}.\tag{4}$$

The mean losses are equal when $h=\theta p$ in (1) and (4) at the same $\tau$. The numerical solution is $p=6.916$ µm and $\theta p=207.5$ nm. It can be checked by hand. The upper limit in (4) is $w=1+9.70\times6917\approx6.710\times10^4$, and the lower limit is 10.7. With $s=2/3$,

$$\tau\approx\frac{2.0447\times10^6-11}{9.70^2}\approx2.173\times10^4.$$

Equation (1) gives $207.5+207.5^2/2\approx2.174\times10^4$, which agrees within the rounding. The time is

$$t^*=\frac{\tau^*x_0}{v_0}=\frac{21731\times1.00\ \mathrm{nm}}{63.51\ \mathrm{nm/day}}\approx342\ \mathrm{days}=0.94\ \mathrm{years}.$$

The losses on either side of this time are as follows, all in nm.

| Time | Bare | Coated, mean | Coated, in defect |
|---|---:|---:|---:|
| 1 day | 10.3 | 2.6 | 86 |
| 30 days | 61 | 33 | 1114 |
| 365 days | 214 | 218 | 7260 |
| 1000 days | 355 | 464 | 15460 |

After 1000 days the coated metal has lost $464/355\approx1.3$ times as much as bare metal. The local difference is much larger: about 15 µm in a defect against 0.36 µm on bare metal. A mean mass loss can therefore hide the danger of perforation.

**Control with an insulating coating.** Keep the same defects and film, but let the coating support no cathodic reaction. Then $g=G=0$, equation (3) reduces to the bare-metal law, and $p=h$. The mean loss is $\theta h$ at all times. After 1000 days it is 10.7 nm, compared with 464 nm for graphene. In this comparison the crossover is caused by the cathodic reaction on the coating, since nothing else has been changed.

## The general statement and its proof

**Statement.** In the model defined by (1) and (3), let $0<g\le1$ and $0<\theta<1-s$. The coated metal first loses less than bare metal, averaged over the surface. At one later time the mean losses are equal, and from then on the coated metal has lost more.

**Initial protection.** From the definition of $G$, $\theta(1+G)=\theta+g(1-\theta)$. The initial ratio of mean rates is therefore

$$\theta(1+G)^s=\theta^{1-s}\left[\theta+g(1-\theta)\right]^s<1,$$

because the bracket is at most one and $\theta^{1-s}<1$.

**Existence of a crossover.** At late times $w\approx Gp/x_0$, and the first term in (4) dominates:

$$\tau\approx\frac{G^{-s}}{2-s}\left(\frac p{x_0}\right)^{2-s},\qquad p\approx x_0\left[(2-s)G^s\tau\right]^{1/(2-s)}.\tag{5}$$

Since $s>0$, the exponent $1/(2-s)$ exceeds $1/2$. The ratio $\theta p/h$ therefore grows without bound, and a crossover must occur. For $s=2/3$ the exponent is $3/4$. A time integration that solves the charge balance (2) numerically gives 0.7500 for the defect and 0.5002 for bare metal.

The physical reason is that the film in the defect blocks anodic sites but leaves the graphene cathode open. The potential rises and forces more current through the remaining sites. At the crossover $f=1.45\times10^{-4}$, yet the local rate is still 0.239 of the initial bare rate. The required potential is

$$E=\beta_a\ln\frac{0.2387}{1.446\times10^{-4}}=193\ \mathrm{mV},$$

compared with 41 mV at the start.

**Uniqueness.** Let $D=\theta p-h$, and use $h$ as the clock, which is allowed because $h$ increases steadily. At any crossing $p=h/\theta$. With $y=h/x_0$, the ratio of mean rates there is

$$Q(y)=\frac{d(\theta p)}{dh}=\frac{\theta^2(1+y)}{\theta+y}\left(1+G+\frac{Gy}{\theta}\right)^s.$$

Its logarithmic derivative is

$$\frac{Q'}{Q}=-\frac{1-\theta}{(1+y)(\theta+y)}+\frac{sG}{\theta(1+G)+Gy}.$$

Multiplication by the positive denominators shows that $Q'$ has the sign of

$$N(y)=sG(1+y)(\theta+y)-(1-\theta)\left[\theta(1+G)+Gy\right].$$

This is a quadratic with a positive leading coefficient, and

$$N(0)=\theta\left[sG-(1-\theta)(1+G)\right]<0$$

because $s<1-\theta$. Thus $N$ has one positive root, and $Q$ first falls and then rises without bound. As $Q(0)=\theta(1+G)^s<1$, there is one value $y_1$ with $Q(y_1)=1$. Below it $Q<1$, and above it $Q>1$.

Initially $D<0$. At its first return to zero, $D$ cannot be decreasing, so $Q\ge1$ and $y\ge y_1$. The case $y=y_1$ is excluded: there $dD/dh=0$, so $dp/dh=1/\theta$ and the solution is tangent to the line $\theta p=h$ on which $Q$ is defined. The second derivative of $D$ is therefore $Q'(y_1)/x_0>0$, and $D$ would have been positive just before. Hence $Q>1$, and $D$ becomes positive. A second zero would have to be reached from above, with $Q\le1$, but it would lie at a larger $y$, where $Q>1$. There is no second zero.

**Late formula for the time.** If the crossover falls in the regime of (5) and $h\approx x_0\sqrt{2\tau}$, equality of the mean losses reads

$$\theta\left[(2-s)G^s\tau\right]^{1/(2-s)}=\sqrt{2\tau}.$$

Raise both sides to the power $2-s$ and collect $\tau$:

$$\tau^{s/2}=\frac{2^{(2-s)/2}}{\theta^{2-s}(2-s)G^s}.$$

The power $2/s$ then gives

$$\tau^*\approx\frac{(2/\theta^2)^{(2-s)/s}}{(2-s)^{2/s}G^2}.\tag{6}$$

For $s=2/3$, insertion of $G$ yields

$$t^*\approx\frac{27}{16}\,\frac{x_0}{v_0\,\theta^2g^2(1-\theta)^2}.\tag{7}$$

This gives 349 days, 2% above the full result of 342 days. The difference comes mainly from the term $-1$ in (1). It lowers $h$ by a fraction $1/\sqrt{2\tau^*}\approx0.5\%$. Since $\theta p/h\propto\tau^{1/4}$, this moves the time by four times as much.

Equation (7) also shows the two limits of good protection. As $g\to0$ or $\theta\to0$, the crossover moves to infinite time. With the other parameters held fixed, the full solution gives 3118 days for $g=0.1$ and 29 days for $g=1$. Reducing $\theta$ to 0.01 at $g=0.3$ gives 2993 days.

## When the conclusion fails

The film law matters. Suppose that transport through the film limits dissolution to a speed $v_0x_0/p$, whatever the potential. With $k=e^{E/\beta_a}$, such a law is

$$\frac{dp}{dt}=\frac{v_0k}{1+kp/x_0}<\frac{v_0x_0}{p}.$$

The cathodic side of (2) is unchanged. For bare metal, $k=1$ still satisfies the charge balance, so (1) is unchanged too. Multiplying the inequality by $p$ and integrating gives

$$p<x_0\sqrt{2\tau}.$$

In the coated defect $E\ge0$, hence $k\ge1$. As the film thickens, $kp/x_0$ becomes large and the speed approaches its ceiling. Thus $p$ approaches $x_0\sqrt{2\tau}$ in ratio, and $\theta p/h\to\theta$. At $\tau=21731$, where the first film law gives equal losses, this one gives a coated loss of 0.030 times the bare loss. The conducting coating then continues to protect. A lasting crossover therefore requires that a higher potential can push more dissolution through the corrosion film.

This is necessary but not sufficient, as two other film laws show. First, let the film block only dissolution, while oxygen reduction on the metal continues unhindered. The charge balance then gives a local rate $v_0f^{1-s}(1+G)^s$ in the defect and $v_0f^{1-s}$ on bare metal. Both losses grow as $t^{1/(2-s)}$, and their late ratio is

$$\frac{\theta p}{h}\to\theta(1+G)^{s/(2-s)}=0.03\times\sqrt{10.7}=0.098.$$

The coating keeps its advantage, because bare metal now has an open cathode too. Second, let the film block both reactions, but with $f=e^{-x/x_0}$. Bare metal then follows $h=x_0\ln(1+\tau)$, while (3) gives $p\approx x_0\ln\tau/(1-s)$ at late times. The ratio $\theta p/h$ tends to $\theta/(1-s)=0.09$, and again there is no crossover.

Even a little oxygen reduction on the filmed metal matters. Suppose that its cathodic activity, relative to clean metal, falls gradually as $c+(1-c)f$, so that a fraction $c$ remains at late times, while dissolution is blocked by $f=1/(1+x/x_0)$ as before. At late times the cathodic factor is $c$ for bare metal and $c+G$ for the defect. The late ratio is then found as for the first of these two laws:

$$\frac{\theta p}{h}\to\theta\left(1+\frac Gc\right)^{s/(2-s)}=0.03\sqrt{1+\frac{9.70}{c}}.$$

For $c=0.01$ this is 0.93, and there is no crossover.

The counter-example thus depends on a film that almost stops oxygen reduction on the metal, without choking dissolution in the defect too quickly. Copper oxide can itself support some oxygen reduction, so this assumption must be checked before the result is applied to a real surface.

The graphene must also stay clean. Copper(I) oxide takes up about 1.7 times the volume of the copper it comes from, so some 40% of it cannot fit in the pit. Suppose that a share $q$ of the corrosion product settles evenly on the graphene and blocks it by the same law as on the metal. The graphene's activity is then divided by $1+q\theta p/[(1-\theta)x_0]$. At late times the ratio of graphene activity to $f$ no longer grows, but tends to $G(1-\theta)/(q\theta)$. By (3), the defect then also follows a square-root law, and

$$\frac{\theta p}{h}\to\theta\left[1+\frac{g(1-\theta)^2}{q\theta^2}\right]^{s/2}.$$

For $q=0.01$ this is 0.95, and there is no crossover. The result therefore requires that nearly all the product is washed away, stays off the graphene, or leaves it active.

The charge balance (2) also assumes one potential throughout the water. For a film of thickness $d$ and conductivity $\sigma$, charge conservation requires

$$\sigma d\,\nabla^2E=i_a-i_c,$$

where $i_a$ and $i_c$ are now the local currents, including site coverage and graphene activity. This was solved around a round defect of radius 20 µm in a cell of radius 115.5 µm, with no current through the cell's edge and $d=1$ µm. At 0.1 S/m the initial local rate is 4.85, close to the uniform value 4.86, and the potential varies by 0.16 mV.

At $10^{-4}$ S/m, a cleaner film, the rate falls to 2.77 and the variation is 69 mV. These starting values only illustrate the trend: the hydroxide made on the graphene, an excess of about $10^{-5}$ mol/L, would by itself add about $2\times10^{-4}$ S/m, so a fixed conductivity this low is not self-consistent at the start. Poorly conducting water keeps distant graphene from acting as a full cathode. Large defects have the same effect. With lengths measured in defect radii $a$ and $\theta$ fixed, the water enters only through $a^2/(\sigma d)$, so a defect of radius 0.63 mm at 0.1 S/m also starts at 2.77. The uniform potential is thus a good approximation when $i_ba^2/(\sigma d)$ is small against the Tafel slopes, which favours small defects, well-conducting water and thicker films. At the crossover depth the current is smaller, and the rate is 0.221 instead of 0.239, a reduction of 7%. By (5), a constant factor $c$ in the rate changes $p$ by $c^{3/4}$ and $t^*$ by $c^{-3}$. A 7% reduction throughout would therefore delay the crossover by about 25%. The larger reduction at the start suggests a longer delay, which was not computed.

Other omissions have these sizes:

- Oxygen diffusion through the 1 µm film could support about $2.0\times10^4$ µA/cm², using rough values for air-saturated water. The largest local corrosion current is 4.9 µA/cm², so oxygen supply is not limiting here.
- Sideways conduction in graphene of 1000 ohm per square would cost at most about 17 nV, the value if all the current had to reach the cell's edge. The metal below also conducts, so high in-plane conductivity of the graphene is not essential.
- Reverse reactions, with equilibrium potentials at $-0.10$ and $0.60$ V, change the crossover from 342 to 338 days. The shift grows as the anodic value approaches the corrosion potential, at fixed $i_b$: $-0.05$ V gives 311 days and $-0.02$ V gives 257 days. An anodic slope of 60 mV per decade is close to $2.303RT/F$ and for copper in chloride usually reflects nearly reversible dissolution limited by transport, so the anodic Tafel law is an empirical form here.
- All copper is assumed to dissolve as $\mathrm{Cu^+}$. At the higher potential in the defect some may leave as $\mathrm{Cu^{2+}}$, which removes half as much metal for the same charge. If all of it did so there, with the same current law, the factor $c^{-3}$ above with $c=1/2$ would delay the crossover about eightfold.
- At the crossover the side walls of a cylindrical pit have 0.69 times the defect's area. If they dissolve too, with the same active fraction as the floor, the mean rate at that depth rises by 19%, which favours an earlier crossover.

## Relation to real coatings

The corrosion current and Tafel slopes are rough values for wet copper; dry indoor air is much milder. An exposed fraction of 3% describes a torn or poorly closed coating and is high for good continuous graphene. The values of $g$ and $x_0$ are poorly known, and the range of $g$ above alone moves the crossover from about a month to more than eight years. The Tafel slopes matter even more, because $s$ enters (6) in the exponent: with $b_c=120$ mV per decade, $b_a=40$, 70, 90 and 120 mV give about 33 days, 3 years, 30 years and 1000 years. The film law also counts: with $f=(1+x/x_0)^{-1/2}$ and the same $x_0$, bare metal loses as $t^{2/3}$ and the crossover comes after about 3500 days. Real coatings also break the assumption of fixed defects, because graphene can lift and tear as corrosion products form. A change of $\theta$ from 0.01 to 0.03 shortens the calculated time by a factor of about nine. The result of roughly one year is thus an estimate for the stated parameters, for a corrosion film that almost stops oxygen reduction, and for graphene that stays almost free of blocking corrosion product. It is not a service life. Graphene without open defects lies outside this example and may protect for long periods. Tight binding that keeps water from spreading beneath the graphene does not by itself remove the crossover, since the model already assumes fixed defects and no water under the intact parts.

For a conducting coating that stays cathodically active, in a continuous electrolyte, a short test of mean mass loss may therefore be insufficient evidence of lasting protection. The defect depth and its growth with time must be measured as well. The numerical output below lists the values used here.

## Computed values

```
Temperature: 298.15 K
Bare initial corrosion current: 1.00 uA/cm2
Copper molar mass: 63.55 g/mol; density: 8.96 g/cm3
Bare initial recession speed v0: 63.51 nm/day
Film length x0: 1.00 nm
Tafel slopes: anodic 60, cathodic 120 mV/decade
Exponent s: 0.6667
Exposed fraction theta: 0.030; graphene activity g: 0.30
Cathode ratio G: 9.700
Initial local rate / bare rate: 4.856
Initial mean rate / bare rate: 0.1457
Initial potential shift: 41.2 mV
Late growth exponent, defect: 0.7500; bare: 0.5002
Losses in nm: bare | insulating mean | graphene mean | graphene defect depth
  1 days: 10.31 | 0.309 | 2.59 | 86.3
  30 days: 60.74 | 1.822 | 33.41 | 1113.7
  365 days: 214.33 | 6.430 | 217.79 | 7259.5
  1000 days: 355.41 | 10.662 | 463.80 | 15460.1
Crossover tau: 21731; by time integration: 21731
Crossover time: 342.1 days = 0.94 years
Crossover time, late formula: 348.6 days
Mean loss at crossover: 207.5 nm
Defect depth at crossover: 6.916 um
Active fraction f in defect at crossover: 1.446e-04
Local rate at crossover / initial bare rate: 0.2387
Potential shift at crossover: 193.1 mV
Crossover for theta=0.03, g=0.1: 3118 days
Crossover for theta=0.03, g=1.0: 29 days
Crossover for theta=0.01, g=0.3: 2993 days
Ceiling film, coated/bare loss at same tau: 0.0301
Ceiling film, coated/bare loss at latest tau: 0.0300
Equilibrium potentials: anode -0.10, cathode 0.60 V
Crossover with reverse reactions: 337.5 days
Defect radius: 20.0 um; cell radius: 115.5 um
Water film thickness: 1.0 um
Salty film 0.1 S/m, start: local rate 4.849, drop 0.159 mV
Clean film 1e-4 S/m, start: local rate 2.765, drop 69.3 mV
Clean film at crossover depth: local rate 0.2214, drop 7.92 mV
Oxygen-limited current: 20069 uA/cm2
Largest local corrosion current: 4.86 uA/cm2
Drop in graphene at 1000 ohm/square: 17.03 nV
Pit wall area / defect area at crossover: 0.692
Mean rate factor if pit walls dissolve too: 1.192
```
